# Why TPSS Is Not Free of One-Electron Self-Interaction: a numerical check

```python
"""
Result under test: for one-electron densities TPSS correlation vanishes, but
TPSS exchange does not equal minus the Hartree self-repulsion J in general.
It does so for hydrogenic 1s densities (by fit), nearly for a Gaussian, and
fails badly for stretched H2+.  Hartree atomic units throughout.
n: density, g: |grad n|, tau: kinetic energy density (1/2)|grad phi|^2,
w: quadrature weights, p: squared reduced gradient of the spin-scaled density,
error = J + Ex + Ec (zero for the exact functional).
"""
import numpy as np
import sympy as sp
from numpy.polynomial import laguerre as lag, legendre as leg
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, dft, scf

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
KAPPA, MU, C_X, E_X = 0.804, 0.21951, 1.59096, 1.537


def enhancement_one_electron(p):
    """TPSS exchange enhancement at tau = tau_W (z = 1, alpha = 0)."""
    q = -9 / 20 + 2 * p / 3
    num = ((10 / 81 + C_X / 4) * p + 146 / 2025 * q**2
           - 73 / 405 * q * np.sqrt(0.5 * 0.36 + 0.5 * p**2)
           + (10 / 81)**2 / KAPPA * p**2
           + 2 * np.sqrt(E_X) * 10 / 81 * 0.36 + E_X * MU * p**3)
    x = num / (1 + np.sqrt(E_X) * p)**2
    return 1 + KAPPA - KAPPA / (1 + x / KAPPA)


def exchange_reduced(n, g, w, lsd=False):
    """Exchange energy of a fully polarized one-orbital density."""
    m = np.maximum(2 * n, 1e-40)
    p = (2 * g)**2 / (4 * (3 * np.pi**2)**(2 / 3) * m**(8 / 3))
    f = 1.0 if lsd else enhancement_one_electron(p)
    return 0.5 * np.sum(w * -0.75 * (3 / np.pi)**(1 / 3) * m**(4 / 3) * f)


def libxc_energy(code, n, g, tau, w, paired=False):
    """Full functional from libxc; paired=True puts n in each spin channel."""
    keep = (n > 1e-20) & (w != 0)
    n, g, tau, w = n[keep], g[keep], tau[keep], w[keep]
    zero = np.zeros_like(n)
    up = np.array([n, g, zero, zero, zero, tau])
    down = up.copy() if paired else np.zeros_like(up)
    if "PBE" in code:
        up, down = up[:4], down[:4]
    exc = dft.libxc.eval_xc(code, (up, down), spin=1, deriv=1)[0]
    return np.sum(w * (up[0] + down[0]) * exc)


def radial_density(kind, par, order=240):
    rmax = 20 / par if kind == "exp" else 7 / np.sqrt(par)
    t, wt = leg.leggauss(order)
    r = 0.5 * rmax * (t + 1)
    w = 0.5 * rmax * wt * 4 * np.pi * r**2
    if kind == "exp":
        n = par**3 / np.pi * np.exp(-2 * par * r)
        return n, 2 * par * n, 0.5 * par**2 * n, w
    n = (par / np.pi)**1.5 * np.exp(-par * r**2)
    return n, 2 * par * r * n, 0.5 * (par * r)**2 * n, w


def hartree_radial(density, rmax):
    """J from its definition: charge shells brought up one after another."""
    def shell(r):
        return 4 * np.pi * r**2 * density(r)

    def integrand(r):
        return shell(r) * quad(shell, 0, r, epsabs=1e-12)[0] / r
    return quad(integrand, 1e-12, rmax, epsabs=1e-10)[0]


def h2plus_spheroidal(R, nrad=9, lmax=30):
    """Ground state in prolate spheroidal coordinates xi, eta."""
    a = (R + 1) / 2
    t, wt = lag.laggauss(40)
    eta, we = leg.leggauss(80)
    xi, wx = 1 + t / (2 * a), wt * np.exp(t) / (2 * a)
    L = lag.lagval(t, np.eye(nrad))
    dL = lag.lagval(t, lag.lagder(np.eye(nrad)))
    X = np.exp(-t / 2) * L
    dX = 2 * a * np.exp(-t / 2) * (dL - L / 2)
    Y = leg.legval(eta, np.eye(lmax)[:, ::2])
    dY = leg.legval(eta, leg.legder(np.eye(lmax))[:, ::2])
    XX, YY = (X * wx) @ X.T, (Y * we) @ Y.T
    S = (np.kron((X * wx * xi**2) @ X.T, YY)
         - np.kron(XX, (Y * we * eta**2) @ Y.T))
    H = (2 / R**2 * (np.kron((dX * wx * (xi**2 - 1)) @ dX.T, YY)
                     + np.kron(XX, (dY * we * (1 - eta**2)) @ dY.T))
         - 4 / R * np.kron((X * wx * xi) @ X.T, YY))
    energy, vec = eigh(H, S, subset_by_index=[0, 0])
    C = vec[:, 0].reshape(nrad, -1) / np.sqrt(2 * np.pi * (R / 2)**3)
    psi, psi_xi, psi_eta = X.T @ C @ Y, dX.T @ C @ Y, X.T @ C @ dY
    x2, e2 = xi[:, None]**2, eta[None, :]**2
    grad2 = 4 / R**2 * ((x2 - 1) * psi_xi**2
                        + (1 - e2) * psi_eta**2) / (x2 - e2)
    w = 2 * np.pi * (R / 2)**3 * (x2 - e2) * wx[:, None] * we[None, :]
    n = psi**2
    return energy[0] + 1 / R, n, 2 * np.abs(psi) * np.sqrt(grad2), w


def h2plus_gaussian(R):
    """Same state in a large Gaussian basis: energy, J and grid density."""
    basis = gto.expand_etbs([(0, 16, 0.03, 2.3), (1, 6, 0.1, 2.5),
                             (2, 3, 0.2, 2.5)])
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {R}", unit="Bohr", charge=1, spin=1,
                basis={"H": basis}, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    s, U = np.linalg.eigh(mol.intor("int1e_ovlp"))
    T = U[:, s > 1e-7] / np.sqrt(s[s > 1e-7])
    e, v = np.linalg.eigh(T.T @ h @ T)
    c = T @ v[:, 0]
    dm = np.outer(c, c)
    J = 0.5 * np.sum(dm * scf.hf.get_jk(mol, dm)[0])
    grids = dft.gen_grid.Grids(mol)
    grids.level = 4
    grids.build()
    phi = dft.numint.eval_ao(mol, grids.coords, deriv=1) @ c
    grad2 = np.sum(phi[1:]**2, axis=0)
    n = phi[0]**2
    g = 2 * np.abs(phi[0]) * np.sqrt(grad2)
    return e[0] + 1 / R, J, n, g, 0.5 * grad2, grids.weights


# One real orbital has tau equal to the von Weizsaecker value.
xs = sp.symbols("x y z", real=True)
orb = sp.Function("phi", real=True)(*xs)
tau_w = sum(sp.diff(orb**2, q)**2 for q in xs) / (8 * orb**2)
tau_s = sum(sp.diff(orb, q)**2 for q in xs) / 2
assert sp.simplify(tau_w - tau_s) == 0

# Bounds of the one-electron enhancement factor.
p_scan = np.concatenate([[0.0], np.logspace(-6, 6, 20001)])
F_scan = enhancement_one_electron(p_scan)
assert F_scan.min() > 1 and F_scan.max() < 1 + KAPPA
print(f"F1 at p=0: {F_scan[0]:.4f}; min F1: {F_scan.min():.4f}; "
      f"upper bound: {1 + KAPPA:.3f}")

# Hydrogenic 1s and Gaussian densities.
J_H = hartree_radial(lambda r: np.exp(-2 * r) / np.pi, 20)
J_G = hartree_radial(lambda r: np.pi**-1.5 * np.exp(-r * r), 7)
assert abs(J_H - 5 / 16) < 1e-7
assert abs(J_G - 1 / np.sqrt(2 * np.pi)) < 1e-7
results = {}
print("One-electron model densities (energies in hartree)")
for name, kind, J in (("H 1s", "exp", J_H), ("Gaussian a=1", "gau", J_G)):
    n, g, tau, w = radial_density(kind, 1.0)
    assert abs(np.sum(w * n) - 1) < 1e-9
    ex = exchange_reduced(n, g, w)
    lsd = exchange_reduced(n, g, w, lsd=True)
    ex_lib = libxc_energy("TPSS,", n, g, tau, w)
    ec = libxc_energy(",TPSS", n, g, tau, w)
    ec_pbe = libxc_energy(",PBE", n, g, tau, w)
    ec_pair = libxc_energy(",TPSS", n, g, tau, w, paired=True)
    assert abs(ex - ex_lib) < 1e-5
    assert abs(ec) < 1e-5 and ec_pbe < -1e-3 and ec_pair < -1e-2
    n2, g2, _, w2 = radial_density(kind, 1.0, order=160)
    quad_change = abs(exchange_reduced(n2, g2, w2) - ex)
    split = 2 * exchange_reduced(n / 2, g / 2, w)
    bound = 2**(-1 / 3) * abs(lsd)
    assert abs(split) > bound > J / 2
    results[name] = dict(J=J, ex=ex, err=J + ex, dq=quad_change, split=split)
    print(f"{name}: J = {J:.6f}, Ex(LSD) = {lsd:.6f}, Ex(TPSS) = {ex:.6f}")
    print(f"  J+Ex = {J + ex:.3e}, relative to J = {100*(J + ex)/J:.4f} %")
    print(f"  quadrature change = {quad_change:.1e}")
    print(f"  Ec(TPSS) = {ec:.1e}, Ec(PBE) = {ec_pbe:.6f}")
    print(f"  Ec(TPSS), spin-paired two-electron density = {ec_pair:.6f}")
    print(f"  remote halves: J/2 = {J/2:.6f}, Ex(TPSS) = {split:.6f}")
    print(f"    lower bound on |Ex| = {bound:.6f}, error = {J/2 + split:.6f}")
assert abs(results["H 1s"]["err"]) < 5e-5
gau = results["Gaussian a=1"]
assert abs(gau["err"]) > 100 * gau["dq"]

# Uniform scaling carries the hydrogen fit to every nuclear charge.
n, g, tau, w = radial_density("exp", 3.0)
ex_Z3 = libxc_energy("TPSS,", n, g, tau, w)
J_Z3 = hartree_radial(lambda r: 27 / np.pi * np.exp(-6 * r), 20 / 3)
assert abs(ex_Z3 - 3 * results["H 1s"]["ex"]) < 3e-5
assert abs(J_Z3 + ex_Z3) < 1.5e-4
print(f"Z=3 1s: J = {J_Z3:.6f}, Ex(TPSS) = {ex_Z3:.6f} hartree")

# Stretched H2+.
print("H2+ (R in bohr, energies in hartree)")
E_tpss, err_R = {}, {}
for R in (2.0, 4.0, 8.0, 20.0):
    E_ref, n_s, g_s, w_s = h2plus_spheroidal(R)
    assert abs(np.sum(w_s * n_s) - 1) < 1e-8
    E_gau, J, n, g, tau, w = h2plus_gaussian(R)
    ex = libxc_energy("TPSS,", n, g, tau, w)
    ec = libxc_energy(",TPSS", n, g, tau, w)
    ex_s = exchange_reduced(n_s, g_s, w_s)
    assert abs(E_gau - E_ref) < 1e-4
    assert abs(ex - ex_s) < 2e-4
    assert abs(ec) < 2e-5
    err_R[R] = J + ex + ec
    E_tpss[R] = E_ref + err_R[R]
    print(f"R = {R:4.1f}: J = {J:.5f}, Ex = {ex:.5f}, Ec = {ec:.1e}, "
          f"error = {err_R[R]:.5f}")
    print(f"  E reference = {E_ref:.5f}, E TPSS = {E_tpss[R]:.5f}, "
          f"basis error = {E_gau - E_ref:.1e}")

R = 20.0
limit = J_H / 2 + results["H 1s"]["split"]
assert abs(J - (5 / 32 + 1 / (4 * R))) < 5e-4
assert abs(ex - results["H 1s"]["split"]) < 5e-4
assert abs(err_R[R] - (limit + 1 / (4 * R))) < 5e-4
assert limit < -0.05
assert E_tpss[8.0] > E_tpss[20.0]
print(f"Large-R law at R = 20: error = {limit + 1/(4*R):.5f} hartree")
print(f"Error for R to infinity = {limit:.5f} hartree "
      f"= {limit * HARTREE_EV:.3f} eV")
print(f"TPSS fall from R = 8 to 20: {E_tpss[8.0]-E_tpss[20.0]:.5f} hartree")
print("OK")
```

Output:

```
F1 at p=0: 1.1329; min F1: 1.1329; upper bound: 1.804
One-electron model densities (energies in hartree)
H 1s: J = 0.312500, Ex(LSD) = -0.268037, Ex(TPSS) = -0.312500
  J+Ex = -7.924e-08, relative to J = -0.0000 %
  quadrature change = 5.6e-15
  Ec(TPSS) = -4.0e-16, Ec(PBE) = -0.005976
  Ec(TPSS), spin-paired two-electron density = -0.041427
  remote halves: J/2 = 0.156250, Ex(TPSS) = -0.253425
    lower bound on |Ex| = 0.212742, error = -0.097175
Gaussian a=1: J = 0.398942, Ex(LSD) = -0.340993, Ex(TPSS) = -0.399055
  J+Ex = -1.126e-04, relative to J = -0.0282 %
  quadrature change = 2.8e-15
  Ec(TPSS) = -2.5e-16, Ec(PBE) = -0.010007
  Ec(TPSS), spin-paired two-electron density = -0.050183
  remote halves: J/2 = 0.199471, Ex(TPSS) = -0.322489
    lower bound on |Ex| = 0.270646, error = -0.123017
Z=3 1s: J = 0.937500, Ex(TPSS) = -0.937500 hartree
H2+ (R in bohr, energies in hartree)
R =  2.0: J = 0.33076, Ex = -0.33780, Ec = -3.1e-16, error = -0.00704
  E reference = -0.60263, E TPSS = -0.60968, basis error = 5.5e-06
R =  4.0: J = 0.22860, Ex = -0.25498, Ec = -6.6e-16, error = -0.02638
  E reference = -0.54608, E TPSS = -0.57246, basis error = 1.9e-05
R =  8.0: J = 0.18590, Ex = -0.24958, Ec = -5.1e-16, error = -0.06368
  E reference = -0.50257, E TPSS = -0.56625, basis error = 1.5e-05
R = 20.0: J = 0.16875, Ex = -0.25341, Ec = -4.4e-16, error = -0.08466
  E reference = -0.50001, E TPSS = -0.58467, basis error = 4.2e-07
Large-R law at R = 20: error = -0.08468 hartree
Error for R to infinity = -0.09718 hartree = -2.644 eV
TPSS fall from R = 8 to 20: 0.01842 hartree
OK
```
